# Why a Goldstone mode defeats Colpa's diagonalization of bosonic Hamiltonians

## A small shift with a large effect

Ten bosons form a condensate on five lattice sites. Their fluctuation matrix has a zero mode, so the last pivot of its Cholesky factorization is exactly zero. In floating point the sign of that pivot is set by rounding; in the elimination below it comes out negative, and a negative pivot makes the factorization fail. Adding $d=10^{-10}J$ to the diagonal, where $J$ is the hopping energy, cures the failure. The mode that should have zero frequency then appears at $1.58\times10^{-5}J$, about 158,000 times the shift. The lowest finite frequency moves by about $1.14\times10^{-10}J$, as one would expect of so small a change.

The disparity comes from the matrix, whatever the factorization routine. Here the zero frequency belongs to a Jordan block of size two, and a uniform shift of the diagonal then enters the frequency through a square root. Not every Goldstone mode has this structure; a ferromagnet is a counterexample treated below.

## What Colpa's method needs

Let $\Psi=(a,a^\dagger)^T$ collect $n$ boson operators and their adjoints, and set $\hbar=1$. Up to a constant,

$$H=\tfrac12\Psi^\dagger M\Psi,\qquad
M=\begin{pmatrix}A&B\\B^*&A^*\end{pmatrix},\qquad
\eta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},$$

with $A=A^\dagger$ and $B=B^T$. The commutators are $[\Psi_i,\Psi_j^\dagger]=\eta_{ij}$. Since $[a,H]=Aa+Ba^\dagger$ and $[a^\dagger,H]=-B^*a-A^*a^\dagger$, the equation of motion is $i\dot\Psi=D\Psi$ with $D=\eta M$. The frequencies are eigenvalues of this non-Hermitian matrix.

For positive definite $M$, Colpa's method factors $M=K^\dagger K$, with $K$ upper triangular, and diagonalizes a Hermitian matrix:

$$K\eta K^\dagger=ULU^\dagger,\qquad T=K^{-1}U|L|^{1/2}.$$

Inserting $T$ gives $T^\dagger MT=|L|^{1/2}U^\dagger U|L|^{1/2}=|L|$. Because $\eta^{-1}=\eta$, we also have $(K^\dagger)^{-1}\eta K^{-1}=(K\eta K^\dagger)^{-1}=UL^{-1}U^\dagger$, so

$$T^\dagger\eta T=|L|^{1/2}L^{-1}|L|^{1/2}=\operatorname{sign}L .$$

Congruence preserves the numbers of positive and negative eigenvalues, so $L$ can be ordered to make $\operatorname{sign}L=\eta$. Then $T$ preserves the commutators, $T^{-1}=\eta T^\dagger\eta$, and

$$T^{-1}DT=\eta T^\dagger\eta\,\eta MT=\eta|L|=L .$$

Every step using $K^{-1}$ requires $M>0$. Suppose instead that $M\ge0$ has one null vector $v$. After a shift, the last pivot follows from the inverse: $K^{-1}$ is upper triangular, so its last row contains only $1/K_{\ell\ell}$, and $[(M+d)^{-1}]_{\ell\ell}=1/|K_{\ell\ell}|^2$. For small $d$ the inverse is dominated by $vv^\dagger/(d\,v^\dagger v)$. If $v_\ell\ne0$,

$$|K_{\ell\ell}|^2\simeq d\,\frac{v^\dagger v}{|v_\ell|^2}.$$

This vanishes with $d$. In the unshifted example, elimination gives $-5.3\times10^{-15}J$ for the last squared pivot, against at least $0.52J$ for the earlier ones. Its exact value is zero; its sign is rounding.

A singular factor $K$ can still be built from the eigenvectors of $M$. The square matrices $K(\eta K^\dagger)$ and $(\eta K^\dagger)K=D$ have the same characteristic polynomial, so $K\eta K^\dagger$ still yields the correct frequencies, including two zeros. What is lost is $T$.

## Why the zero is a Jordan block

Let $\tau$ exchange the upper and lower halves of a vector. The form of $M$ implies $\tau M\tau=M^*$, while $\tau\eta\tau=-\eta$. Hence $\tau v^*$ is also a null vector. If the kernel is one-dimensional, $\tau v^*$ equals $v$ times a phase and has the same $\eta$-norm. But

$$(\tau v^*)^\dagger\eta(\tau v^*)=v^T\tau\eta\tau v^*=-(v^\dagger\eta v)^*=-v^\dagger\eta v .$$

Therefore $v^\dagger\eta v=0$. The range of a Hermitian matrix is the orthogonal complement of its kernel, so $Mw=\eta v$ has a solution, $w=M^+\eta v$, where $M^+$ is the pseudoinverse. Multiplication by $\eta$ gives

$$Dv=0,\qquad Dw=v .$$

This is a Jordan chain. Its strength is measured by

$$m=v^\dagger\eta w=w^\dagger Mw=v^\dagger\eta M^+\eta v>0 .$$

It is positive because $M\ge0$ and $Mw=\eta v\ne0$. The chain cannot continue: $Du=w$ would mean $Mu=\eta w$, and then $m=v^\dagger\eta w=v^\dagger Mu=(Mv)^\dagger u=0$. Adding a multiple of $v$ to $w$ changes nothing, since $v^\dagger\eta v=0$. The block has size two.

In the example the ranks of $D,D^2,D^3$ are 9, 8, 8 for a matrix of size 10, as one block of size two requires. An invertible $T$ with $T^\dagger\eta T=\eta$ and $T^\dagger MT$ diagonal would make $T^{-1}DT$ diagonal. No such $T$ exists, so replacing the Cholesky routine cannot restore the missing transformation.

## Why the shift enters through a square root

The shifted problem is $(M+d)x=\omega\eta x$. Write $x=v+x_\perp$ with $x_\perp$ orthogonal to $v$, and apply $M^+$. Since $M^+v=0$,

$$x_\perp=\omega w+\omega M^+\eta x_\perp-dM^+x_\perp .$$

For small $\omega$ and $d$ this can be solved by iteration, with $x_\perp=\omega w+O(\omega^2,\omega d)$. A vector without a $v$ component would obey the same equation without the term $\omega w$, and so would vanish; the normalization is therefore allowed.

Now multiply the eigenvalue equation by $v^\dagger$. The term $v^\dagger M$ vanishes, leaving

$$d\,v^\dagger v=\omega\,v^\dagger\eta x
=\omega\left(v^\dagger\eta v+\omega v^\dagger\eta w+\cdots\right)
=\omega^2m+\cdots .$$

The usual first-order term is absent because $v^\dagger\eta v=0$. To find the order of the correction, note that $D_d=\eta(M+d)$ satisfies $\tau D_d\tau=-D_d^*$ and $D_d^\dagger=\eta D_d\eta$. The second relation makes the characteristic polynomial real, and the first then makes it even in $\omega$. As a polynomial in $\omega^2$ it has a simple root at zero when $d=0$, so this root is analytic in $d$:

$$\boxed{\;\omega^2=\frac{v^\dagger v}{m}\,d+O(d^2),\qquad
\omega=\sqrt{\frac{v^\dagger v}{m}\,d}\;\bigl[1+O(d)\bigr]\;}$$

For $d<0$ the leading term makes $\omega^2$ negative and the pair imaginary. A shift of $-10^{-6}J$ in the example gives a pair of modulus $1.584\times10^{-3}J$: a slightly wrong sign looks like a dynamical instability.

A finite mode behaves differently. Let $Mx=\omega\eta x$ be a simple mode with $x^\dagger\eta x=1$. Differentiating the shifted equation with respect to $d$ and multiplying by $x^\dagger$ gives

$$x^\dagger x+x^\dagger M\frac{dx}{dd}
=\frac{d\omega}{dd}+\omega x^\dagger\eta\frac{dx}{dd}.$$

The terms with $dx/dd$ cancel because $x^\dagger M=\omega x^\dagger\eta$. Thus $d\omega/dd=x^\dagger x$, a linear response. For the lowest finite mode, at $1.448J$, this rate is 1.137.

## The condensate, with numbers

Take the Bose-Hubbard model with $U=0.5J$ and site energies $(2,0.5,0,0.5,2)J$, in the Bogoliubov approximation. These are chosen model parameters. Let $h$ contain hopping and site energies. The real mean field $\phi$ obeys the Gross-Pitaevskii equation

$$(h+U\phi^2-\mu)\phi=0,\qquad \sum_j\phi_j^2=N=10 ,$$

where $\phi^2$ inside a matrix is diagonal. Put $b_j=\phi_j+a_j$ in the Hamiltonian. The linear terms vanish by this equation. The quadratic part of $\tfrac U2b_j^\dagger b_j^\dagger b_jb_j$ is $\tfrac U2\phi_j^2(a_j^{\dagger2}+a_j^2+4a_j^\dagger a_j)$, so

$$A=h+2U\phi^2-\mu,\qquad B=U\phi^2 .$$

The null vector is $v=(\phi,-\phi)$, because $(A-B)\phi=0$. It is the only one. In the sum and difference basis $M$ splits into $A+B$ and $A-B$. The positive vector $\phi$ is the nondegenerate lowest eigenvector of $A-B$, by the Perron-Frobenius theorem for a connected chain with negative hopping elements. The other block, $A+B=A-B+2U\phi^2$, is positive definite.

Differentiating the Gross-Pitaevskii equation with respect to $\mu$ gives

$$(h+3U\phi^2-\mu)\frac{d\phi}{d\mu}=\phi .$$

The matrix on the left is $A+B$. Hence $w=(d\phi/d\mu,d\phi/d\mu)$ satisfies $Mw=(\phi,\phi)=\eta v$, and

$$m=2\phi\cdot\frac{d\phi}{d\mu}=\frac{dN}{d\mu},\qquad
v^\dagger v=2N,\qquad
\omega^2\simeq2N\frac{d\mu}{dN}\,d .$$

The pseudoinverse gives $m=7.972/J$. Finite differences of separately solved condensates give $d\mu/dN=0.12544J$, equal to $1/m$ within the tested relative tolerance of $10^{-5}$. The coefficient is therefore $20\times0.12544J=2.509J$, and $d=10^{-10}J$ yields $\sqrt{2.509\times10^{-10}}\,J=1.584\times10^{-5}J$.

| $d/J$ | $\omega/J$ | condition number of $T$ |
|---|---|---|
| $10^{-2}$ | $0.1587$ | $16.0$ |
| $10^{-6}$ | $1.584\times10^{-3}$ | $1.58\times10^3$ |
| $10^{-10}$ | $1.584\times10^{-5}$ | $1.58\times10^5$ |

At $d=10^{-2}J$ the leading formula gives $0.1584J$, low by 0.2% relative to the computed frequency.

## The missing restoring force

The Jordan block is a free particle. For a finite mode, $x^\dagger Mx=\omega x^\dagger\eta x$ with a positive left side, so $\omega$ is real and $x^\dagger\eta x\ne0$. A longer chain $(D-\omega)z=x$ would give $x^\dagger\eta x=x^\dagger(M-\omega\eta)z=0$, so finite modes are diagonalizable. Normalize them as $x_k^\dagger\eta x_k=1$ for $\omega_k>0$, with partners $y_k=\tau x_k^*$. Different frequencies are $\eta$-orthogonal, as follows from evaluating $x'^\dagger Mx$ in two ways; within a degenerate level one can orthogonalize. Then

$$M=\sum_k\omega_k\eta\left(x_kx_k^\dagger+y_ky_k^\dagger\right)\eta
+\frac{\eta vv^\dagger\eta}{m}.$$

To verify this, act on the basis $\{x_k,y_k,v,w\}$. Finite modes are $\eta$-orthogonal to $v$, since $v^\dagger\eta x_k=v^\dagger Mx_k/\omega_k=0$, and to $w$, since $w^\dagger\eta x_k=w^\dagger Mx_k/\omega_k=v^\dagger\eta x_k/\omega_k=0$; the same holds for $y_k$. The right side gives $\omega_k\eta x_k$, $-\omega_k\eta y_k$, $0$ and $\eta v$, as $M$ does.

For the condensate, $v^\dagger\eta\Psi=\phi\cdot(a+a^\dagger)=\delta N$, the linear number fluctuation. A small phase rotation displaces $\Psi$ by $i\theta v$, so $\theta=-iw^\dagger\eta\Psi/m$ and $[\theta,\delta N]=-i\,w^\dagger\eta v/m=-i$. The zero-mode energy, with the leading effect of the shift, is

$$H_0=\frac{(\delta N)^2}{2m}+\frac12(2Nd)\theta^2 .$$

Without $d$, the phase costs no energy and drifts as $\dot\theta=-\delta N/m$. The shift supplies a spring of stiffness $2Nd$, and an oscillator's frequency is the square root of stiffness times inverse mass: $\omega=\sqrt{2Nd/m}$.

## What the shift does to the transformation

The unnormalized vectors $v\pm\omega w$ have $\eta$-norms $\pm2\omega m$ to leading order. Both normalized columns of $T$ thus approach $v/\sqrt{2\omega m}$, up to phases. Their joint contribution to $TT^\dagger$ is $vv^\dagger/(\omega m)$. Since $T^{-1}=\eta T^\dagger\eta$ has the same norm as $T$,

$$\operatorname{cond}T=\|T\|^2\simeq\frac{v^\dagger v}{\omega m}=\frac{\omega}{d}\propto d^{-1/2}.$$

Reducing the shift improves the frequencies and worsens the transformation. In the ground state of the shifted Hamiltonian, $\langle a^\dagger a\rangle$ is the sum of squared upper components of the negative-frequency columns. The false oscillator contributes about $N/(2\omega m)$. At $d=10^{-6}J$ this is $10/(2\times1.584\times10^{-3}\times7.972)\approx396$ fluctuation quanta in a system of ten particles; since these columns are parallel to $v=(\phi,-\phi)$, the quanta occupy the condensate orbital $\phi$ itself and describe phase fluctuations. This is an artefact of the spring, and the zero mode must be removed before such a number is computed from $T$. The linear density fluctuation $\phi_j(a_j+a_j^\dagger)$ is less sensitive: $v$ cancels in it, and the false oscillator's contribution to its variance vanishes as $\sqrt d$.

Rounding acts in the same way. An eigensolver returns the eigenvalues of a slightly perturbed matrix $D+\delta D$, which is $\eta(M+E)$ with $E=\eta\,\delta D$ not necessarily Hermitian. The derivation used only that $M$ is Hermitian, so if a small error $E$ replaces $d$ it gives $\omega^2\simeq v^\dagger Ev/m$ when this element is nonzero. A direct eigensolver applied to the unshifted $D$ returned a zero pair with largest modulus $2.7\times10^{-8}J$. This corresponds to a shift of magnitude $(2.7\times10^{-8})^2/2.509\,J\approx3\times10^{-16}J$, so it is no evidence of a physical gap.

## When the square root does not apply

With several null vectors, $v$ starts a Jordan chain if and only if $\eta v$ is orthogonal to the whole kernel, the condition for solving $Mw=\eta v$. Collect a kernel basis in $V$ and form $G=V^\dagger\eta V$. Null vectors of $G$ count the Jordan blocks. The elements of $G$ are commutators: $[v^\dagger\eta\Psi,(u^\dagger\eta\Psi)^\dagger]=v^\dagger\eta u$.

For two ferromagnetically coupled spins in linear spin-wave theory, with exchange times spin as the energy unit, $B=0$ and $A$ has the uniform null vector $e$. The kernel contains $(e,0)$ and $(0,e)$, and $G=\operatorname{diag}(1,-1)$ for normalized $e$. The two zero-mode operators are already a conjugate pair, there is no Jordan block, and $A+d$ gives $\omega=d$.

For a two-sublattice antiferromagnet at zero wavevector, in corresponding units, $A=1$ and $B$ exchanges the sublattices. Null vectors have the form $(z,-Bz)$, and $G=0$. There are two blocks. With the shift included, the equations of motion for one boson and the other's adjoint have the matrix

$$\begin{pmatrix}1+d&1\\-1&-(1+d)\end{pmatrix},\qquad
\omega^2=(1+d)^2-1=2d+d^2 .$$

The square root returns: $d=10^{-6}$ gives $\omega=1.414\times10^{-3}$, against $10^{-6}$ for the ferromagnet.

## What to do

First obtain the null vectors from the broken symmetry and check that $Mv$ vanishes to the accuracy of the mean field. Then check whether $M$ has further null vectors, and compute $G$ from the whole kernel. In a condensate without interactions, for instance, the phase symmetry gives $(\phi,-\phi)$, but $(\phi,\phi)$ is a null vector too; there is then no Jordan block, and the shift enters linearly. A negative eigenvalue of $M$ well beyond numerical error signals that the reference state is not a minimum; a shift larger than its magnitude would hide it.

If only frequencies are needed, use a singular factor of $M$ with its known zero eigenvalues set to zero, or a small positive shift followed by removal of the false pair. The shift must be small enough to keep the false frequency well below the genuine ones; if it comes close to one of them, the two modes can mix and the error can be much larger than the linear estimate. Each genuine mode otherwise moves by about $d\,x^\dagger x$, which requires $d\,x^\dagger x\ll\omega$ for every mode. For a soft mode $x^\dagger x$ can be large, and $d\ll\omega$ is then not enough. In a uniform condensate of density $\rho$, a mode of kinetic energy $\epsilon$ has $\omega^2=(\epsilon+d)(\epsilon+d+2U\rho)$. For $d\ll\epsilon\ll U\rho$ the relative error of $\omega^2$ is about $d/\epsilon$, so $d$ must be small compared with $\epsilon$, which lies far below the frequency $\omega\approx\sqrt{2U\rho\epsilon}$, and a finer momentum grid demands a smaller shift.

If the transformation is needed, keep the zero mode as the pair $v,w$. For one block, add a multiple of $v$ to $w$ so that $w^\dagger\eta w=0$, and form

$$Q=1-\frac{vw^\dagger\eta+wv^\dagger\eta}{m}.$$

Then $Qv=Qw=0$. Let the columns of $Z$ form a basis of the range of $Q$, and set $M_Z=Z^\dagger MZ$ and $\eta_Z=Z^\dagger\eta Z$. The range excludes $v$, so $M_Z$ is positive definite. Factor $M_Z=K_Z^\dagger K_Z$ and put $c=K_Z^{-1}u$ in $M_Zc=\omega\eta_Zc$; this gives the Hermitian problem

$$K_Z\eta_Z^{-1}K_Z^\dagger u=\omega u .$$

The vectors $Zc$ are the finite modes, and $(v^\dagger\eta\Psi)^\dagger(v^\dagger\eta\Psi)/(2m)$ is retained as the free-particle term. No artificial spring is introduced. The numerical output below gives the full range of shifts and the comparisons for both magnets.

## Table of computed values

```
sites 5, N = 10, U = 0.5 J, trap (J): [2.  0.5 0.  0.5 2. ]
site occupations phi^2: [0.5686 2.6003 3.6622 2.6003 0.5686]
chemical potential mu = 0.145798 J
second-lowest eigenvalue of M = 0.867548 J
unshifted M: smallest earlier squared pivot = 0.5209 J
unshifted M: last squared pivot = -5.3e-15 J (rounding)
Cholesky of [[1,1],[1,1]] rejected: True
matrix size 10 ; ranks of D, D^2, D^3: [9, 8, 8]
m from pseudoinverse = 7.971688 1/J
dmu/dN from finite differences = 0.125444 J; 1/m = 0.125444 J
coefficient |v|^2/m = 2.508879 J
finite frequencies (J): [1.447972 2.571911 3.568091 4.607078]
shift d (J) | omega (J) | sqrt(d|v|^2/m) (J) | cond T | omega/d
1e-02 | 1.587040e-01 | 1.583944e-01 | 1.5968e+01 | 1.5870e+01
1e-03 | 5.009851e-02 | 5.008871e-02 | 5.0195e+01 | 5.0099e+01
1e-04 | 1.583975e-02 | 1.583944e-02 | 1.5849e+02 | 1.5840e+02
1e-06 | 1.583944e-03 | 1.583944e-03 | 1.5840e+03 | 1.5839e+03
  last squared pivot 3.5174e-05 J, predicted 3.5174e-05 J
1e-08 | 1.583944e-04 | 1.583944e-04 | 1.5840e+04 | 1.5839e+04
1e-10 | 1.583944e-05 | 1.583944e-05 | 1.5839e+05 | 1.5839e+05
log-log slope between d = 1e-8 and 1e-4 J: 0.500002
relative correction to omega^2, divided by d: 0.3912 1/J
zero pair from direct eigensolver, largest modulus: 2.7e-08 J
d = -1e-6 J: imaginary pair of modulus 1.583944e-03 J
largest error of the mode decomposition of M = 4.0e-15 J
lowest finite mode: domega/dd = 1.13686, x^dagger x = 1.13686
random complex matrices: worst relative error in omega^2 = 7.2e-08
ferromagnet: Jordan blocks 0, omega(d=1e-6) = 1.000000e-06, slope 1.00000
antiferromagnet: Jordan blocks 2, omega(d=1e-6) = 1.414214e-03, slope 0.50001
```
